# Vibrational lines of an undisplaced mode whose frequency changes on excitation

## A large softening and a small sideband

Take an out-of-plane ring mode whose quantum falls from 0.085 eV to 0.045 eV when the chromophore is excited. The mode loses almost half of its frequency, yet 95.1 % of its absorption weight stays in the origin line. The line with one vibrational quantum has no weight at all, and the line with two quanta has 4.5 %. Two things need explaining: why odd lines are missing, and why so large a change of frequency moves so little weight.

## Model and conventions

Let $q$ be the mass-weighted normal coordinate of the mode, and set $\hbar=1$. The vibrational Hamiltonians of the initial and final electronic states are

$$H_i=\tfrac12p^2+\tfrac12w_i^2q^2,\qquad i=1,2,\qquad w_1,w_2>0 .$$

Both minima lie at $q=0$: the mode is distorted but not displaced. The same coordinate serves in both states, so the mode does not mix with others. Levels of $H_1$ are written $|n\rangle$, levels of $H_2$ are written $|n'\rangle$, and the molecule starts in $|0\rangle$.

In the Condon approximation the electronic transition moment does not depend on $q$. It then comes out of the vibrational integral, and the strength of the line to level $n'$ is proportional to

$$P_n=C_n^2,\qquad C_n=\langle n'|0\rangle .$$

The wavefunctions are chosen real. Since the final levels form a complete set, $\sum_nP_n=\langle0|0\rangle=1$. The weight $P_n$ is therefore a share of the total squared overlap. A measured absorption cross-section carries a further factor of photon energy.

The origin energy $E_{00}$ is the difference between the two lowest vibronic levels. It already contains the change of zero-point energy, so line $n$ lies at $E_{00}+nw_2$.

## Why odd lines vanish

Each $H_i$ is unchanged by $q\to-q$. The levels of a one-dimensional oscillator are nondegenerate, so each is even or odd, and level $n'$ has parity $(-1)^n$. The initial function is an even Gaussian. For odd $n$ the integrand of $C_n$ is odd, and $C_n=0$.

This argument uses only the evenness of both potentials and the constancy of the moment. It survives a quartic term, and even a final state with a double well, where $w_2^2<0$ and the weights derived below no longer apply.

## The origin weight from a Gaussian integral

The two lowest functions are

$$\phi_i(q)=\left(\frac{w_i}{\pi}\right)^{1/4}e^{-w_iq^2/2}.$$

With $\int e^{-\alpha q^2/2}dq=\sqrt{2\pi/\alpha}$ and $\alpha=w_1+w_2$,

$$C_0=\left(\frac{w_1w_2}{\pi^2}\right)^{1/4}\sqrt{\frac{2\pi}{w_1+w_2}} .$$

Squaring gives $\sqrt{w_1w_2}/\pi$ times $2\pi/(w_1+w_2)$, hence

$$\boxed{P_0=\frac{2\sqrt{w_1w_2}}{w_1+w_2}}$$

This is the geometric mean of the two frequencies divided by their arithmetic mean. It equals one only for $w_1=w_2$. Define

$$r=\frac{w_1-w_2}{w_1+w_2}.$$

Because $(w_1+w_2)^2-(w_1-w_2)^2=4w_1w_2$, the same result reads $P_0=\sqrt{1-r^2}$. The loss of origin weight is

$$1-P_0=\frac{r^2}{1+\sqrt{1-r^2}}\simeq\frac{r^2}{2}\qquad(|r|\ll1).$$

The first form avoids subtracting nearly equal numbers in code. The second answers the opening question: the loss is quadratic in the relative frequency change. The width of a Gaussian varies as $w^{-1/2}$, and the overlap of two concentric normalized Gaussians is greatest at equal widths, so no linear term can appear.

## The remaining lines from ladder operators

Let $a$ lower the levels of $H_1$ and $b$ those of $H_2$. By definition

$$a=\sqrt{\frac{w_1}{2}}\,q+\frac{i\,p}{\sqrt{2w_1}},\qquad
q=\frac{b+b^\dagger}{\sqrt{2w_2}},\qquad
p=-i\sqrt{\frac{w_2}{2}}\,(b-b^\dagger).$$

Inserting $q$ and $p$, and using $i(-i)=1$, gives

$$a=\frac12\sqrt{\frac{w_1}{w_2}}(b+b^\dagger)+\frac12\sqrt{\frac{w_2}{w_1}}(b-b^\dagger)=c\,b+s\,b^\dagger,$$

$$c=\frac{w_1+w_2}{2\sqrt{w_1w_2}}=\frac1{P_0},\qquad s=\frac{w_1-w_2}{2\sqrt{w_1w_2}},\qquad \frac sc=r,\qquad c^2-s^2=1 .$$

The initial level obeys $a|0\rangle=0$. Project this on $\langle n'|$. Since $\langle n'|b=\sqrt{n+1}\,\langle(n+1)'|$ and $\langle n'|b^\dagger=\sqrt n\,\langle(n-1)'|$,

$$c\sqrt{n+1}\,C_{n+1}+s\sqrt n\,C_{n-1}=0
\;\Longrightarrow\;
C_{n+1}=-r\sqrt{\frac{n}{n+1}}\,C_{n-1}.$$

For $n=0$ this gives $C_1=0$, and the recurrence carries the zero to every odd level, as parity requires. For the even levels put $n=2m+1$ and square:

$$P_{2m+2}=r^2\,\frac{2m+1}{2m+2}\,P_{2m}.$$

Repeated use from $P_0$ produces the product

$$\frac{1\cdot3\cdots(2m-1)}{2\cdot4\cdots2m}=\frac{(2m)!}{(2\cdot4\cdots2m)^2}=\frac{(2m)!}{4^m(m!)^2},$$

where the middle step multiplies numerator and denominator by the even factors. Therefore

$$\boxed{P_{2m}=P_0\,r^{2m}\,\frac{(2m)!}{4^m(m!)^2},\qquad P_{2m+1}=0}$$

The binomial series of $(1-x)^{-1/2}$ has these same coefficients, since its $m$th one is $\frac12\cdot\frac32\cdots\frac{2m-1}{2}/m!$. Hence

$$1=\sum_mP_{2m}=P_0(1-r^2)^{-1/2},$$

which returns $P_0=\sqrt{1-r^2}$ without a Gaussian integral.

For implementation the recurrence is preferable to factorials, which overflow. Each ratio of successive even weights is below $r^2$, so the weight omitted after level $2M$ is less than $P_{2M+2}/(1-r^2)$.

Direct quadrature of the overlap integrals was compared with these formulas for the example and its reverse, for a fivefold frequency change in either direction, and for a 10 % decrease. The first twelve even weights agreed to within $10^{-10}$.

## Mean position and limiting cases

To find the mean number of final quanta, invert the ladder relation. With $a^\dagger=c\,b^\dagger+s\,b$,

$$c\,a-s\,a^\dagger=(c^2-s^2)\,b+(cs-sc)\,b^\dagger=b .$$

Thus $b|0\rangle=-s|1\rangle$, and

$$\langle n\rangle=\langle0|b^\dagger b|0\rangle=s^2=\frac{(w_1-w_2)^2}{4w_1w_2}.$$

The mean line position lies above the origin by

$$w_2s^2=\frac{(w_1-w_2)^2}{4w_1}.$$

Adding the zero-point energy $w_2/2$ gives the mean final vibrational energy $(w_1^2+w_2^2)/(4w_1)$. Its two terms are the kinetic energy $w_1/4$ of the initial level, which excitation leaves unchanged, and the potential energy $\frac12w_2^2\langle q^2\rangle$ with $\langle q^2\rangle=1/(2w_1)$.

The origin weight depends only on the ratio $x=w_2/w_1$ and is the same for $x$ and $1/x$. It falls to one half when $2\sqrt x/(1+x)=\frac12$, or $x-4\sqrt x+1=0$. The roots are $\sqrt x=2\pm\sqrt3$, so $x=0.0718$ or 13.9. A halved frequency leaves an origin weight of 0.943, and a frequency reduced to one quarter leaves 0.800.

For extreme softening, $x\to0$, the origin weight tends to $2\sqrt x$ and the mean number of quanta grows as $1/(4x)$. The mean vibrational energy nevertheless tends to the finite value $w_1/4$: many small quanta share the initial kinetic energy. For extreme stiffening, $x\to\infty$, the origin weight tends to $2/\sqrt x$, but the mean energy grows as $w_2^2/(4w_1)$, because the initial function reaches far up the steep final potential. Equal origin weights do not imply equal band widths.

Emission from the lowest level of the excited state follows by exchanging $w_1$ and $w_2$. Then $r$ changes sign, the weights do not, and the lines lie below the origin with spacing $2w_1$.

## Worked example: a phenol-type chromophore

The chromophore is a model phenol-type ring, with $w_1=0.085$ eV, $w_2=0.045$ eV and $E_{00}=4.40$ eV. These are illustrative values, not measured results. In a real ring such a mode can also mix with others of the same symmetry, which this example leaves out. For a planar ring, reflection in its plane reverses an out-of-plane coordinate. If both states are stable in planar form, neither minimum is displaced along it. From the formulas,

$$r=\frac{0.040}{0.130}=0.3077,\qquad r^2=0.0947,$$

$$P_0=\frac{2\sqrt{0.085\times0.045}}{0.130}=0.9515,$$

$$P_2=\tfrac12(0.0947)(0.9515)=0.0450,\qquad P_4=\tfrac34(0.0947)(0.0450)=0.0032 .$$

| Quanta | Energy (eV) | Vacuum wavelength (nm) | Weight |
|---|---|---|---|
| 0 | 4.400 | 281.8 | 0.9515 |
| 2 | 4.490 | 276.1 | 0.0450 |
| 4 | 4.580 | 270.7 | 0.0032 |
| 6 | 4.670 | 265.5 | 0.0003 |

The mean number of quanta is 0.105, and the mean line position is only 0.0047 eV above the origin. The small-change estimate $r^2/2=0.0473$ is close to the full loss of 0.0485.

Light of 248 nm has a photon energy of 4.999 eV, or 0.599 eV above the origin. The first line at or beyond it has 14 quanta, and all lines from there on carry a summed weight of about $10^{-8}$. A harmonic model is not reliable so high in the well, but the size shows that in this model the progression is no source of appreciable absorption at 248 nm. Other modes and other electronic transitions are outside this statement.

## When odd lines appear

**Displacement.** Let the final minimum move to $q=d$. The ladder relation gains a constant:

$$a=c\,b+s\,b^\dagger+\sqrt{w_1/2}\,d .$$

Projecting $a|0\rangle=0$ on $\langle0'|$ gives $cC_1=-\sqrt{w_1/2}\,d\,C_0$. Measure $d$ in units of the initial root-mean-square coordinate, $d=\delta/\sqrt{2w_1}$. Then $\sqrt{w_1/2}\,d=\delta/2$ and

$$P_1=\frac{\delta^2}{4c^2}\,P_0^{(d)} .$$

The displaced origin weight $P_0^{(d)}$ follows from completing the square:

$$w_1q^2+w_2(q-d)^2=(w_1+w_2)\left(q-\frac{w_2d}{w_1+w_2}\right)^2+\frac{w_1w_2d^2}{w_1+w_2}.$$

The last term is halved in the exponent of the overlap and doubled again by squaring, so

$$P_0^{(d)}=P_0\exp\left(-\frac{w_1w_2d^2}{w_1+w_2}\right).$$

For an assumed $\delta=0.3$, quadrature gives $P_1=0.019$. A modest displacement thus yields an odd line almost half as strong as the two-quantum line.

**A moment linear in $q$.** Let the moment gain a part linear in $q$, of size $\lambda q/q_{\rm rms}$ relative to the constant part, with $q_{\rm rms}=1/\sqrt{2w_1}$. For an in-plane transition of a planar ring, reflection makes this linear part point out of the plane. The strengths below are summed over polarizations. Since $q=q_{\rm rms}(a+a^\dagger)$, the linear part turns $|0\rangle$ into $\lambda|1\rangle$. Its overlap with level $1'$ is, by $a^\dagger=c\,b^\dagger+s\,b$ and $C_2=-rC_0/\sqrt2$,

$$\langle1'|1\rangle=c\,C_0+\sqrt2\,s\,C_2=(c-sr)C_0=\frac{c^2-s^2}{c}C_0=\frac{C_0}{c}.$$

The square is $P_0/c^2=P_0^3$. The one-quantum strength is $\lambda^2P_0^3$, relative to the total strength of the constant part. For an assumed $\lambda=0.1$ it is 0.0086. If the constant part is small, as in a nearly forbidden transition, $\lambda$ is large and odd lines can dominate.

**Anharmonicity.** Write $y=\sqrt{w_2}\,q$. In an isolated planar ring, reflection forbids odd powers of an out-of-plane coordinate in the potential, so a cubic term requires asymmetric surroundings. Adding $0.02\,w_2y^3$ to the final potential breaks its evenness and gives a one-quantum weight of 0.0011. The cubic potential falls without limit at large negative $y$, so this value refers to levels computed on a finite grid that covers only the well around $y=0$. Adding $0.02\,w_2y^4$ instead leaves odd lines closed, raises the first level spacing by 5.4 %, and changes the weights of the 0 and 2 quantum lines to 0.9585 and 0.0394. The rise of the origin is understandable: to first order the quartic term admixes level $2'$ into level $0'$ with a negative coefficient, and $C_2$ is negative too for $w_1>w_2$, so this leading contribution adds to the overlap.

**Mode mixing.** Two undisplaced modes may exchange character on excitation. Reversing both coordinates together remains a symmetry, so the total number of quanta must be even, but each separate number need not be. With a second mode going from 0.060 to 0.050 eV and an assumed rotation of 15 degrees, the line with one quantum in each mode has weight 0.0016. The joint origin weight is 0.9481, against 0.9475 without mixing.

## Temperature and the real film

At 300 K the thermal energy is 0.0259 eV. The populations of the initial levels are $1-e^{-w_1/kT}=0.963$ for level 0 and 0.036 for level 1. The line from level 1 to level $1'$ lies $w_2-w_1=-0.040$ eV from the origin. Its overlap weight is $P_0^3=0.861$, and multiplication by the population gives 0.031. The thermal weight of the origin line itself is $0.963\times0.951=0.916$. At this temperature the hot line is comparable in strength with the two-quantum line, but it lies on the low-energy side of the origin. Level 1 also reaches level $3'$, at $3w_2-w_1=+0.050$ eV, close to the empty one-quantum position at 0.045 eV. Here $\langle3'|1\rangle=\sqrt3\,c\,C_2+2s\,C_4=-0.350$, so the overlap weight is 0.122 and the thermal weight 0.0044. A weak line near that position can therefore come from this mode itself with the parity rule intact.

The model also assumes that this mode acts alone. In-plane ring modes can be displaced on excitation, since reflection in the ring plane does not reverse their coordinates and so does not forbid it. For an unmixed mode of unchanged frequency $w$, the displacement formula gives an origin factor $e^{-S}$ with $S=wd^2/2$. Taking $S=1$ in total as a rough assumed strength, the factor is 0.368, and the origin of the whole band drops from 0.951 to 0.350. The sidebands of those modes can fall where this mode has no odd line, so absorption there does not by itself disprove the parity rule.

A film also broadens the lines. With an assumed Gaussian full width of 0.10 eV and the line spacing of 0.090 eV, the calculated progression from level 0 has a single maximum, shifted by less than 0.001 eV from the origin. The width alone does not cause this: two equal Gaussian lines merge only when their spacing is below twice the standard deviation, here 0.085 eV. The two-quantum line disappears as a peak because it is weak and sits on the flank of the origin line. In such a film the even-only pattern cannot be read off as separate peaks. The photon-energy factor is a smaller matter: it strengthens the two-quantum line by 2 % relative to the origin.

For fitting a band, the formula is thus suited to an undisplaced, unmixed mode as one factor in a model that also contains the displaced modes, the hot lines and the broadening. Under those conditions the frequency change enters the weights of the lines from level 0 only through $r^2$, so these weights cannot tell softening from stiffening. Adding $w_2$ from a resolved line spacing $2w_2$ does not settle it, because the weights fix only $|r|$ and leave $w_1$ either larger or smaller. Knowing both $w_1$ and $w_2$ decides the matter. So does an assigned hot line from level 1 to level $1'$, which lies below the origin for softening and above it for stiffening.

## Calculated quantities

```
initial quantum w1 = 0.085 eV, final quantum w2 = 0.045 eV
electronic origin = 4.40 eV
r = 0.3077, r^2 = 0.09467
ladder coefficients c = 1.0510, s = 0.3234
origin weight: formula 0.951486, quadrature 0.951486
weight outside origin = 0.04851, r^2/2 = 0.04734
0 quanta: 4.400 eV = 281.8 nm, weight 0.951486
2 quanta: 4.490 eV = 276.1 nm, weight 0.045041
4 quanta: 4.580 eV = 270.7 nm, weight 0.003198
6 quanta: 4.670 eV = 265.5 nm, weight 0.000252
largest odd weight by quadrature below 1e-20: True
mean number of final quanta = 0.1046
mean final vibrational energy = 0.02721 eV
mean line position above origin = 0.00471 eV
origin weight at w2/w1 = 0.90: 0.9986
origin weight at w2/w1 = 0.50: 0.9428
origin weight at w2/w1 = 0.25: 0.8000
origin weight at w2/w1 = 0.10: 0.5750
half origin weight at w2/w1 = 0.0718, inverse 13.93
photon energy at 248 nm = 4.999 eV
first line at or above it: 14 quanta, summed weight 1.5e-08
Neglected effects (assumed strengths):
temperature 300 K, kT = 0.02585 eV
population of level 0 = 0.9627, of level 1 = 0.0359
weight 1 to 1' = 0.8614, times population = 0.0310
line 1 to 1' lies -0.040 eV from origin
thermal weight of origin line = 0.9160
quartic/cubic coefficient = 0.02 w2 (q in units 1/sqrt(w2))
quartic: first gap change 5.4 %
quartic: weights 0, 2 quanta = 0.9585, 0.0394
cubic: one-quantum weight = 0.00108
linear moment 0.10 per rms q: one-quantum strength 0.00861
displacement 0.3 rms q: one-quantum weight 0.01908
second mode 0.060 to 0.050 eV, mixing angle 15 degrees
mixed modes: weight (0,0) = 0.9481, (1,1) = 0.00163
unmixed modes: weight (0,0) = 0.9475
in-plane modes, S = 1.0: origin factor 0.3679
origin weight of whole band = 0.3500
photon-energy factor, 2 quanta over origin = 1.0205
film line width (FWHM) = 0.10 eV, line spacing = 0.090 eV
maxima in broadened band = 1, peak shift = 0.00046 eV
```
